\section*{Moments of the spectral function and the high-frequency self-energy, part 1}

(Sections cited here and not found follow in the second part.)

A photon ejects an electron from a molecule or a solid, and the kinetic energy of the electron is recorded. In an independent-electron picture, removing an electron from an eigenorbital of the one-electron Hamiltonian costs one definite energy and the spectrum is a single line. With the Coulomb interaction present, the state left behind is in general not an eigenstate of the ionized system. It is then a superposition of several eigenstates, and the line breaks up, typically into a main peak and satellites. An orbital that is nominally full is also partly empty in the correlated state, so it appears with some weight when an electron is added. Finding each peak requires solving the many-electron problem for the ions. Three integral properties of the whole distribution, its total weight, its mean and its spread, require much less. They are fixed by equal-time averages in the initial state, and, taken as matrices in the orbital indices, they determine the first terms of the self-energy expanded in inverse powers of the frequency.

\subsection{Hamiltonian, spectral function and self-energy}

Atomic units are used. The one-particle space is spanned by $n$ orthonormal spin orbitals $\phi_p(x)$, with $x$ standing for position and spin, and $n$ is finite. The operators obey $\{c_p,c_q^\dagger\}=\delta_{pq}$ and $\{c_p,c_q\}=0$. The Hamiltonian is
\begin{equation}
H=\sum_{pq}h_{pq}\,c_p^\dagger c_q+\frac12\sum_{pqrs}\langle pq|rs\rangle\,c_p^\dagger c_q^\dagger c_s c_r ,
\label{eq:H}
\end{equation}
with $\langle pq|rs\rangle=\int\phi_p^*(x_1)\phi_q^*(x_2)\,r_{12}^{-1}\,\phi_r(x_1)\phi_s(x_2)\,dx_1dx_2$. Only two properties of the interaction are needed: $H$ is Hermitian, and $\langle pq|rs\rangle=\langle qp|sr\rangle$, which follows from renaming $x_1$ and $x_2$.

Let $|m\rangle$ be common eigenstates of $H$ and of the particle number, with eigenvalues $E_m$ and $N_m$. Averages are $\langle O\rangle=\sum_m\rho_m\langle m|O|m\rangle$ with $\rho_m\ge0$ and $\sum_m\rho_m=1$. This covers a non-degenerate ground state, an equal mixture of degenerate ground states, and the grand-canonical ensemble $\rho_m\propto e^{-\beta(E_m-\mu N_m)}$.

The retarded Green's function is $G^R_{pq}(t)=-i\theta(t)\langle\{c_p(t),c_q^\dagger\}\rangle$ with $c_p(t)=e^{iHt}c_pe^{-iHt}$. Inserting a complete set of states between the two operators gives
\begin{align}
\langle c_p(t)c_q^\dagger\rangle&=\sum_{mn}\rho_m\,\langle m|c_p|n\rangle\langle n|c_q^\dagger|m\rangle\,e^{-i(E_n-E_m)t},\nonumber\\
\langle c_q^\dagger c_p(t)\rangle&=\sum_{mn}\rho_n\,\langle n|c_q^\dagger|m\rangle\langle m|c_p|n\rangle\,e^{-i(E_n-E_m)t}.
\label{eq:lehmann-t}
\end{align}
In the second line the outer state has been named $n$, so that both lines contain the same matrix elements and the same phase. For $\operatorname{Im}z>0$ one has $-i\int_0^\infty e^{i(z-E)t}dt=1/(z-E)$, and the Fourier transform is
\begin{align}
G_{pq}(z)&=\int\frac{A_{pq}(\omega)}{z-\omega}\,d\omega,\label{eq:G}\\
A_{pq}(\omega)&=\sum_{mn}(\rho_m+\rho_n)\,\langle m|c_p|n\rangle\langle n|c_q^\dagger|m\rangle\,\delta(\omega-E_n+E_m).\label{eq:A}
\end{align}
Equation \eqref{eq:G} is taken as the definition of $G(z)$ for all $z$ away from the poles. The matrix elements vanish unless $N_n=N_m+1$. The term with $\rho_m$ describes adding an electron to the initial state $m$, at the energy $E_n-E_m$ of the larger system minus that of the initial one. The term with $\rho_n$ describes removing an electron from the initial state $n$, at the energy of the initial system minus that of the smaller one. Frequencies are measured with $H$ and not with $H-\mu N$.

A compact notation carries the rest of the algebra. Let $\lambda=(m,n)$ label the $L$ pairs with $N_n=N_m+1$ and $\rho_m+\rho_n>0$, and define an $n\times L$ matrix $X$ and a diagonal $L\times L$ matrix $E$ by
\begin{equation}
X_{p\lambda}=\sqrt{\rho_m+\rho_n}\,\langle m|c_p|n\rangle,\qquad E_\lambda=E_n-E_m .
\label{eq:X}
\end{equation}
Since $\langle m|c_q|n\rangle^*=\langle n|c_q^\dagger|m\rangle$, equations \eqref{eq:G} and \eqref{eq:A} and the moments of $A$ read
\begin{equation}
G(z)=X\,(z-E)^{-1}X^\dagger,\qquad M_k\equiv\int\omega^kA(\omega)\,d\omega=XE^kX^\dagger .
\label{eq:GM}
\end{equation}
All $M_k$ are Hermitian $n\times n$ matrices, and all exist because $L$ is finite. The diagonal element $A_{pp}(\omega)=\sum_\lambda|X_{p\lambda}|^2\delta(\omega-E_\lambda)$ is non-negative.

The self-energy is defined by Dyson's equation,
\begin{equation}
\Sigma(z)=z-h-G(z)^{-1},
\label{eq:dyson}
\end{equation}
where the inverse is a matrix inverse in the orbital indices. The reference is the bare $h$, so the Hartree term is part of $\Sigma$.

\subsection{The zeroth moment}

Setting $k=0$ in \eqref{eq:GM} and undoing the insertion of states, with $\sum_n|n\rangle\langle n|=1$ in the $\rho_m$ term and $\sum_m|m\rangle\langle m|=1$ in the $\rho_n$ term, gives
\begin{equation}
(M_0)_{pq}=\sum_m\rho_m\langle m|c_pc_q^\dagger|m\rangle+\sum_n\rho_n\langle n|c_q^\dagger c_p|n\rangle=\langle\{c_p,c_q^\dagger\}\rangle=\delta_{pq}.
\label{eq:M0}
\end{equation}
The second sum is the removal weight and equals the one-particle density matrix,
\begin{equation}
\gamma_{pq}=\langle c_q^\dagger c_p\rangle ,
\label{eq:gamma}
\end{equation}
and the first is the addition weight $\delta_{pq}-\gamma_{pq}$. An orbital is either occupied, so that an electron can be taken out, or empty, so that one can be put in, and the two probabilities add to one. The sum rule therefore needs both halves of the spectrum; the removal part alone integrates to $\gamma_{pp}$. With unit weight and non-negative values, $A_{pp}$ is a probability distribution and has a mean and a variance. In a non-orthogonal basis with $c_p=\int\phi_p^*(x)\psi(x)\,dx$ the anticommutator, and hence $M_0$, is the overlap matrix; orthonormality is assumed from here on.

In matrix form \eqref{eq:M0} is $XX^\dagger=1$: the rows of $X$ are orthonormal. This also shows that the inverse in \eqref{eq:dyson} exists off the real axis. The anti-Hermitian part of $G$ is $(G-G^\dagger)/2i=-\operatorname{Im}z\;X|z-E|^{-2}X^\dagger$. If $Gu=0$, then $u^\dagger(G-G^\dagger)u=0$, which for $\operatorname{Im}z\neq0$ forces $X^\dagger u=0$ and hence $u=XX^\dagger u=0$.

\subsection{Higher moments as equal-time commutators}

Each power of $E_\lambda$ can be produced by a commutator with $H$, because $H$ acts on its own eigenstates on either side:
\begin{align}
\langle m|[c_p,H]|n\rangle&=\langle m|c_pH-Hc_p|n\rangle=(E_n-E_m)\langle m|c_p|n\rangle,\nonumber\\
\langle n|[H,c_q^\dagger]|m\rangle&=\langle n|Hc_q^\dagger-c_q^\dagger H|m\rangle=(E_n-E_m)\langle n|c_q^\dagger|m\rangle .
\label{eq:commE}
\end{align}
For $M_1$ the one factor $E_\lambda$ is absorbed with the first line, and for $M_2$ one factor is absorbed with each line. The sums over intermediate states then close exactly as in \eqref{eq:M0}:
\begin{align}
(M_1)_{pq}&=\langle\{[c_p,H],c_q^\dagger\}\rangle,\label{eq:M1comm}\\
(M_2)_{pq}&=\langle\{[c_p,H],[H,c_q^\dagger]\}\rangle.\label{eq:M2comm}
\end{align}
The eigenstates of the ions have disappeared, and only averages in the initial state remain.

\subsection{The first moment}

The commutator with the one-body part follows from moving $c_p$ through $c_a^\dagger$:
\begin{equation}
[c_p,c_a^\dagger c_b]=(\delta_{pa}-c_a^\dagger c_p)c_b-c_a^\dagger c_bc_p=\delta_{pa}c_b-c_a^\dagger\{c_p,c_b\}=\delta_{pa}c_b .
\label{eq:c1}
\end{equation}
For the two-body part, $c_p$ is moved through two creation operators,
\begin{equation}
c_pc_a^\dagger c_b^\dagger=\delta_{pa}c_b^\dagger-c_a^\dagger c_pc_b^\dagger=\delta_{pa}c_b^\dagger-\delta_{pb}c_a^\dagger+c_a^\dagger c_b^\dagger c_p .
\end{equation}
It then passes the pair $c_sc_r$ with two sign changes, that is with none, so the last term cancels against $c_a^\dagger c_b^\dagger c_sc_rc_p$ in the commutator:
\begin{equation}
[c_p,c_a^\dagger c_b^\dagger c_sc_r]=\delta_{pa}\,c_b^\dagger c_sc_r-\delta_{pb}\,c_a^\dagger c_sc_r .
\label{eq:c2}
\end{equation}
Multiplying by $\frac12\langle ab|rs\rangle$ and summing gives two terms. In the second, $\langle ap|rs\rangle=\langle pa|sr\rangle$ and $-c_sc_r=c_rc_s$, so it is $\frac12\sum\langle pa|sr\rangle c_a^\dagger c_rc_s$; exchanging the names of $r$ and $s$ makes it equal to the first. The two halves add, and
\begin{equation}
[c_p,H]=\sum_qh_{pq}c_q+j_p,\qquad j_p=\sum_{qrs}\langle pq|rs\rangle\,c_q^\dagger c_sc_r .
\label{eq:eom}
\end{equation}

Equation \eqref{eq:M1comm} needs the anticommutator of $j_p$ with $c_t^\dagger$. Moving $c_t^\dagger$ to the left through the two annihilators gives
\begin{equation}
c_sc_rc_t^\dagger=c_s(\delta_{rt}-c_t^\dagger c_r)=\delta_{rt}c_s-\delta_{st}c_r+c_t^\dagger c_sc_r .
\end{equation}
After multiplication by $c_q^\dagger$ from the left the last term is $c_q^\dagger c_t^\dagger c_sc_r=-c_t^\dagger c_q^\dagger c_sc_r$, which cancels the other ordering in the anticommutator. Thus
\begin{equation}
\{c_q^\dagger c_sc_r,c_t^\dagger\}=\delta_{rt}\,c_q^\dagger c_s-\delta_{st}\,c_q^\dagger c_r .
\label{eq:anti}
\end{equation}
Inserting \eqref{eq:eom} and \eqref{eq:anti} into \eqref{eq:M1comm}, renaming $r$ as $s$ in the second term, and using $\langle c_q^\dagger c_s\rangle=\gamma_{sq}$ yields
\begin{equation}
(M_1)_{pt}=h_{pt}+\sum_{qs}\bigl(\langle pq|ts\rangle-\langle pq|st\rangle\bigr)\gamma_{sq}\equiv F[\gamma]_{pt}.
\label{eq:M1}
\end{equation}
With $\gamma(x,x')=\sum_{sq}\phi_s(x)\gamma_{sq}\phi_q^*(x')$, the first term of the sum is the matrix element of the Hartree potential $\int\gamma(x_2,x_2)r_{12}^{-1}dx_2$ and the second is that of the exchange kernel $-\gamma(x_1,x_2)r_{12}^{-1}$. The first moment is the Fock matrix in form, but it is built from the density matrix of the interacting state, which in general has fractional occupations. No mean-field factorization has been made, and \eqref{eq:M1} is exact for the Hamiltonian \eqref{eq:H}. Because $F$ is $h$ plus a term linear in $\gamma$, the difference from the Hartree--Fock matrix $F[\gamma_0]$ is the Hartree and exchange potential of $\gamma-\gamma_0$. The element $(M_1)_{pp}$ is the centre of gravity of the removal and addition spectra together, and $A_{pp}$ need not have a peak there.

For a spin-singlet state with real spatial orbitals, $\gamma$ is diagonal in spin and the same for both spins. The Hartree sum runs over both spins of the pair $q,s$, and the exchange sum only over the spin of $p$. With $(pt|qs)=\langle pq|ts\rangle$ for spatial orbitals and $\gamma$ per spin,
\begin{equation}
F_{pt}=h_{pt}+\sum_{qs}\bigl[2(pt|qs)-(ps|qt)\bigr]\gamma_{sq}.
\label{eq:Fspin}
\end{equation}

\subsection{The high-frequency expansion}

For $|z|>\max_\lambda|E_\lambda|$ the geometric series $1/(z-E_\lambda)=\sum_kE_\lambda^k/z^{k+1}$ converges for every pole, and \eqref{eq:GM} with \eqref{eq:M0} gives
\begin{equation}
G(z)=\frac1z\,(1+x),\qquad x=\frac{M_1}{z}+\frac{M_2}{z^2}+O(z^{-3}).
\label{eq:Gseries}
\end{equation}
For $|z|$ large enough that $\|x\|<1$, the inverse is $z(1-x+x^2-\dots)$. At order $z^{-1}$ inside the bracket only $-x$ contributes, with $-M_1$. At order $z^{-2}$ there is $-M_2$ from $-x$ and the matrix product $M_1M_1$ from $x^2$. Hence
\begin{equation}
G(z)^{-1}=z-M_1-\frac{M_2-M_1^2}{z}+O(z^{-2}).
\label{eq:Ginv}
\end{equation}
In \eqref{eq:dyson} the terms linear in $z$ cancel, which happens only because $M_0=1$; a Green's function with $M_0\ne1$ would have a self-energy growing as $z(1-M_0^{-1})$. What remains has the form $\Sigma(z)=\Sigma_\infty+\Sigma_1/z+O(z^{-2})$ with
\begin{align}
h+\Sigma_\infty&=M_1=F[\gamma],\label{eq:Sinf}\\
\Sigma_1&=M_2-M_1^2 .\label{eq:S1}
\end{align}
Equation \eqref{eq:Sinf} has a direct physical reading. High frequency means short time, and over a short time the other electrons cannot respond to the added particle or hole, which feels the average Hartree and exchange field of the undisturbed correlated state. The response begins at order $1/z$.

The right side of \eqref{eq:S1} is a central moment in the matrix sense. Define the $n\times L$ matrix
\begin{equation}
\Delta X=XE-M_1X .
\label{eq:dX}
\end{equation}
Multiplying out with \eqref{eq:GM} and $M_1^\dagger=M_1$,
\begin{equation}
\Delta X\,\Delta X^\dagger=M_2-M_1M_1-M_1M_1+M_1M_0M_1=M_2-M_1^2 .
\label{eq:gram}
\end{equation}
A matrix of this form is positive semidefinite, so $\Sigma_1\ge0$. Measuring frequencies from a chemical potential replaces $E$ by $E-\mu$ and $M_1$ by $M_1-\mu$, which leaves $\Delta X$, and therefore $\Sigma_1$, unchanged.

\subsection{Pole form of the self-energy}

The series argument holds for sufficiently large $|z|$ and says nothing about where the poles of $\Sigma$ lie. A construction valid for all $z$ supplies this. The $n$ orthonormal rows of $X$ are completed by $L-n$ further orthonormal rows $Y$ to a unitary matrix $U$, so that $X^\dagger X+Y^\dagger Y=1$. Then
\begin{equation}
U=\begin{pmatrix}X\\Y\end{pmatrix},\qquad K=UEU^\dagger=\begin{pmatrix}M_1&V^\dagger\\V&D\end{pmatrix},\qquad V=YEX^\dagger,\quad D=YEY^\dagger .
\label{eq:K}
\end{equation}
Since $(z-K)^{-1}=U(z-E)^{-1}U^\dagger$, its upper-left block is $X(z-E)^{-1}X^\dagger=G(z)$. Call the lower-left block $B$. The first block column of $(z-K)(z-K)^{-1}=1$ reads
\begin{equation}
(z-M_1)G-V^\dagger B=1,\qquad -VG+(z-D)B=0 .
\end{equation}
The second relation gives $B=(z-D)^{-1}VG$, and the first becomes $[z-M_1-V^\dagger(z-D)^{-1}V]\,G=1$. Comparison with \eqref{eq:dyson} gives
\begin{equation}
\Sigma(z)=M_1-h+V^\dagger(z-D)^{-1}V=\Sigma_\infty+\sum_j\frac{v_jv_j^\dagger}{z-d_j},
\label{eq:Spole}
\end{equation}
where $Du_j=d_ju_j$ with orthonormal $u_j$, and $v_j=V^\dagger u_j$. The exact Green's function is thereby that of a one-particle problem in which the $n$ orbitals, with Hamiltonian $F[\gamma]$, hop with amplitudes $V$ to auxiliary levels $d_j$.

The levels lie between the lowest and the highest $E_\lambda$, though not necessarily where $A$ has weight. The vector $y=Y^\dagger u_j$ has unit norm because $YY^\dagger=1$, and $d_j=y^\dagger Ey=\sum_\lambda|y_\lambda|^2E_\lambda$ is a weighted mean of the $E_\lambda$. The expansion of $\Sigma$ in $1/z$ therefore converges for all $|z|>\max_\lambda|E_\lambda|$. Its $1/z$ coefficient is the sum of the residues,
\begin{equation}
\Sigma_1=\sum_jv_jv_j^\dagger=V^\dagger V=XE\,Y^\dagger Y\,EX^\dagger=XE(1-X^\dagger X)EX^\dagger=M_2-M_1^2,
\label{eq:VV}
\end{equation}
in agreement with \eqref{eq:S1}.

Three ways of reading $\Sigma_1$ off the self-energy follow from \eqref{eq:Spole}. On a circle $C$ of radius larger than $\max|E_\lambda|$, Cauchy's theorem picks out the Laurent coefficients,
\begin{equation}
\Sigma_\infty=\frac1{2\pi i}\oint_C\frac{\Sigma(z)}{z}\,dz,\qquad\Sigma_1=\frac1{2\pi i}\oint_C\Sigma(z)\,dz .
\label{eq:contour}
\end{equation}
Along a line $z=\omega+i\eta$ with $\eta>0$, the Hermitian $\Sigma_\infty$ drops out of the anti-Hermitian part $\operatorname{Im}\Sigma\equiv(\Sigma-\Sigma^\dagger)/2i$, and each pole gives a Lorentzian of unit area:
\begin{equation}
-\frac1\pi\int\operatorname{Im}\Sigma(\omega+i\eta)\,d\omega=\sum_jv_jv_j^\dagger\int\frac{\eta/\pi}{(\omega-d_j)^2+\eta^2}\,d\omega=\Sigma_1 ,
\label{eq:ImS}
\end{equation}
for any $\eta$. Thus $\Sigma_1$ is the total spectral weight of the self-energy, just as $M_0$ is that of $G$. On the imaginary axis, $1/(i\omega-d)=-(d+i\omega)/(\omega^2+d^2)$ gives
\begin{equation}
-\omega\operatorname{Im}\Sigma_{pp}(i\omega)=\sum_j|v_{jp}|^2\frac{\omega^2}{\omega^2+d_j^2},
\label{eq:imag}
\end{equation}
which for $\omega>0$ never decreases, never exceeds $(\Sigma_1)_{pp}$ and tends to it; it is constant only if every level with $v_{jp}\ne0$ has $d_j=0$. The deficit $\sum_j|v_{jp}|^2d_j^2/(\omega^2+d_j^2)$ falls as $\omega^{-2}$ once $\omega$ exceeds the relevant $|d_j|$.

\subsection{Operator form and the Hubbard atom}

By \eqref{eq:commE}, the entries of $\Delta X$ in \eqref{eq:dX} are $\sqrt{\rho_m+\rho_n}\,\langle m|\delta_p|n\rangle$ for the operator
\begin{equation}
\delta_p=[c_p,H]-\sum_q(M_1)_{pq}c_q=j_p-\sum_q(\Sigma_\infty)_{pq}c_q ,
\label{eq:delta}
\end{equation}
where \eqref{eq:eom} and \eqref{eq:Sinf} give the second form. Closing the sum over states in \eqref{eq:gram} yields
\begin{equation}
(\Sigma_1)_{pq}=\langle\{\delta_p,\delta_q^\dagger\}\rangle .
\label{eq:S1op}
\end{equation}
The operator $j_p$ is the interaction term in the equation of motion of $c_p$, and $\delta_p$ is what is left when its static average has been subtracted, so $\Sigma_1$ measures the mean-square fluctuation of the field acting on the electron. It contains two explicit factors of the interaction and vanishes without it. Although $j_pj_q^\dagger$ contains six fermion operators, reordering it into $j_q^\dagger j_p$ takes nine transpositions and gives the sign $(-1)^9$. The six-operator terms therefore cancel in the anticommutator, and only terms with at least one Kronecker delta and at most four operators remain. The one- and two-particle density matrices suffice to determine $\Sigma_1$.

A single orbital with $H=\epsilon(n_\uparrow+n_\downarrow)+Un_\uparrow n_\downarrow$ can be solved in closed form. From $[c_\uparrow,n_\uparrow]=c_\uparrow$ and $[c_\uparrow,n_\downarrow]=0$ follows $[c_\uparrow,H]=(\epsilon+Un_\downarrow)c_\uparrow$. Because $n_\downarrow$ commutes with $c_\uparrow$ and $c_\uparrow^\dagger$, \eqref{eq:M1comm} gives $M_1=\epsilon+Un$ with $n=\langle n_\downarrow\rangle$; elements between the two spins vanish in the thermal ensemble, which conserves $S_z$. Then $\delta_\uparrow=U(n_\downarrow-n)c_\uparrow$, and with $n_\downarrow^2=n_\downarrow$,
\begin{equation}
\Sigma_1=U^2\langle(n_\downarrow-n)^2\rangle=U^2(n-2n^2+n^2)=U^2n(1-n).
\label{eq:hub}
\end{equation}
The spectral function shows the same thing directly. The transition between the empty state and $|\uparrow\rangle$ has energy $\epsilon$ and weight $\rho_0+\rho_\uparrow=1-n$, and the transition between $|\downarrow\rangle$ and the doubly occupied state has energy $\epsilon+U$ and weight $n$. With $y=z-\epsilon$ and $a=U(1-n)$,
\begin{equation}
G=\frac{1-n}{y}+\frac{n}{y-U}=\frac{y-a}{y(y-U)},\qquad\Sigma=y-\frac{y(y-U)}{y-a}=\frac{Un\,y}{y-a}=Un+\frac{U^2n(1-n)}{y-a},
\end{equation}
which is \eqref{eq:Spole} with one auxiliary level. For $\epsilon=-1$~Ha, $U=4$~Ha, $\beta=1$~Ha$^{-1}$ and $\mu=0$, the Boltzmann factors are $1$, $e$, $e$ and $e^{-2}$, and $n=(e+e^{-2})/(1+2e+e^{-2})=0.43422$. Then $M_1=-1+4\times0.43422=0.7369$~Ha and $\Sigma_1=16\times0.43422\times0.56578=3.931$~Ha$^2$. The peaks are at $-1$ and $+3$~Ha, and the first moment lies in the gap between them, where $A$ vanishes. When $n$ tends to 0 or 1 the opposite-spin occupation does not fluctuate, one line survives, and $\Sigma_1$ vanishes for any $U$.

The first three moment matrices of the spectral function are now expressed as equal-time averages in the initial state, and they fix the static part and the $1/z$ coefficient of the self-energy exactly in a finite basis. It remains to see what this implies for the variance of a single orbital, which of the relations survive in the $G_0W_0$ approximation, and how the numbers work out for a model of acetylene.

Numerical values quoted here were computed with a short program.
